# Counterpoise-corrected Hartree–Fock for hydrogen pairs and model bilayers

## The problem

Two hydrogen molecules lie parallel to each other, face to face, with their axes perpendicular to the line joining their centres. Each has the fixed bond length 0.074 nm, and the centres are $R=0.34$ nm apart unless stated otherwise. The pair is a small stand-in for two weakly bound layers.

Calculations use restricted Hartree–Fock theory and atom-centred basis functions. Equations are in Hartree atomic units; interaction energies are quoted in meV, and a positive value means repulsion.

Let $E_{AB}$ be the energy of the pair and $E_A$ that of molecule $A$ in its own basis. Let $E_A^{AB}$ be the energy of $A$ when the basis functions of $B$ are also present, but not the nuclei or electrons of $B$. Such functions are called ghost functions. Define

$$U_{\rm raw}=E_{AB}-E_A-E_B,\qquad U_{\rm CP}=E_{AB}-E_A^{AB}-E_B^{AB}.$$

1. Show that $D=U_{\rm CP}-U_{\rm raw}$ cannot be negative, and explain why it acts as a spurious attraction.
2. Derive the energy lowering of one molecule to second order in its mixing with ghost functions. What causes it?
3. Compare $U_{\rm raw}$, $U_{\rm CP}$ and $D$ in seven bases. Which errors remain after correction?
4. Follow the three quantities with distance in 6-31G. Is there a false minimum?
5. Find the long-range interaction from electrostatics and use it to judge the two definitions.

## Hints

**Hint 1.** Compare the sets of orbitals available to molecule $A$ with and without the ghosts.

**Hint 2.** Write the new occupied orbital as the old one plus small amounts of orbitals orthogonal to it. Keep the normalisation to second order.

**Hint 3.** Separate two questions: are the pair and the fragments treated in the same space, and is that space good enough?

**Hint 4.** Look at $D/U_{\rm CP}$ as well as $D$.

**Hint 5.** H$_2$ has no charge or dipole, but it has a quadrupole. Laplace's equation shortens the calculation.

## Full solution

### 1. The sign of the error

Subtracting the definitions cancels the pair energy:

$$D=(E_A-E_A^{AB})+(E_B-E_B^{AB}).$$

Every orbital that $A$ can form in its own basis can also be formed in the combined basis, by giving the ghost functions zero coefficients. A minimum over the larger set cannot lie above the minimum over the smaller set. Hence $E_A^{AB}\le E_A$, likewise for $B$, and $D\ge0$. The argument assumes that each calculation has reached its lowest minimum.

Since $U_{\rm raw}=U_{\rm CP}-D$, the raw interaction is shifted downwards. In the pair, each molecule borrows its neighbour's functions to improve its own description; in the separate calculation it cannot. The raw difference counts this improvement as interaction. Where the shift grows as the molecules approach, as it does over the distances scanned in section 4, it resembles an attractive force, although it need not be strong enough to create a minimum.

### 2. The size and cause of the lowering

Let $i$ be the real, normalised, doubly occupied orbital of the isolated molecule in its own basis. Let $a,b$ label real orthonormal orbitals that span the rest of the combined space. The trial orbital is

$$\phi=\frac{i+\sum_a t_a a}{\sqrt{1+t^2}},\qquad t^2=\sum_a t_a^2.$$

For two electrons with opposite spins in $\phi$, the electronic energy is $2\langle\phi|h|\phi\rangle+(\phi\phi|\phi\phi)$. Here $h$ contains the kinetic energy and the attraction to the real nuclei, and $(pq|rs)$ is the repulsion between the charge distributions $pq$ and $rs$. The nuclear repulsion is constant.

Using $(1+t^2)^{-1}\simeq1-t^2$, the one-electron part becomes

$$2h_{ii}+4\sum_a t_a h_{ia}+2\sum_{ab}t_at_b(h_{ab}-h_{ii}\delta_{ab}).$$

The unnormalised density is $ii+2\sum_a t_a\,ia+\sum_{ab}t_at_b\,ab$. Its self-repulsion has two kinds of quadratic term: $ii$ with $ab$, which occurs twice, and the product of the two linear terms, which carries a factor $2\times2$. With $(1+t^2)^{-2}\simeq1-2t^2$, the repulsion is

$$(ii|ii)+4\sum_a t_a(ii|ia)+\sum_{ab}t_at_b\left[2(ii|ab)+4(ia|ib)-2(ii|ii)\delta_{ab}\right].$$

Now introduce the Fock matrix,

$$F_{pq}=h_{pq}+2(ii|pq)-(ip|iq).$$

It gives $F_{ia}=h_{ia}+(ii|ia)$ and $\varepsilon=F_{ii}=h_{ii}+(ii|ii)$. The linear terms therefore add up to $4\sum_a t_aF_{ia}$. The quadratic terms add up to

$$2\sum_{ab}t_at_b\left[h_{ab}+(ii|ab)+2(ia|ib)-\varepsilon\delta_{ab}\right].$$

Substituting $h_{ab}=F_{ab}-2(ii|ab)+(ia|ib)$ gives, with $f_a=F_{ia}$,

$$E(t)\simeq E_A+4f^Tt+2t^TAt,$$

$$A_{ab}=F_{ab}-\varepsilon\delta_{ab}+3(ia|ib)-(ii|ab).$$

The matrix $A$ is symmetric. If it is positive definite, the minimum follows from $4f+4At=0$, so $t=-A^{-1}f$. Inserting this, the linear term gives $-4f^TA^{-1}f$ and the quadratic term $+2f^TA^{-1}f$. Thus

$$E_A-E_A^{AB}\simeq2f^TA^{-1}f.$$

In 6-31G at 0.34 nm the formula gives 0.51887 meV; the full self-consistent calculation gives 0.51881 meV. The difference is about 0.01% of the latter, so the mixing is well inside the second-order regime. The two molecules are equivalent by symmetry, hence $D=2\times0.5188=1.038$ meV.

The cause can be read from $f_a$. Because $a$ is orthogonal to $i$,

$$f_a=\langle a|(F-\varepsilon)i\rangle.$$

The function $(F-\varepsilon)i$ is the residual of the orbital equation. It would vanish if $i$ solved that equation in full space. In a finite basis it is nonzero, and the ghosts lower the energy to the extent that they can represent the correction. Two things matter: what the molecule lacks and what its neighbour offers.

A control calculation separates them. The 6-31G ghosts and the geometry are held fixed, while the real molecule is given the much larger aug-cc-pVTZ basis. Its lowering drops from 0.51881 to 0.00137 meV, a factor of nearly 400. The ghost functions by themselves produce almost no attraction when the molecule has little use for them.

### 3. Seven bases at 0.34 nm

All energies below are in meV.

| Basis | $U_{\rm raw}$ | $U_{\rm CP}$ | $D$ |
|---|---:|---:|---:|
| STO-3G | 2.49 | 2.94 | 0.45 |
| 3-21G | 2.13 | 3.90 | 1.77 |
| 6-31G | 2.92 | 3.96 | 1.04 |
| 6-31G** | 3.18 | 4.23 | 1.05 |
| cc-pVDZ | 4.06 | 4.32 | 0.26 |
| aug-cc-pVDZ | 4.19 | 4.24 | 0.05 |
| aug-cc-pVTZ | 4.16 | 4.41 | 0.25 |

The interaction is repulsive throughout. In 3-21G the spurious attraction cancels $1.77/3.90=45\%$ of the corrected repulsion; in 6-31G it cancels 26%. From 3-21G onwards, the corrected values span about 0.5 meV, while the raw values span about 2.1 meV.

A small $D$ does not certify a good basis. STO-3G has a smaller $D$ than 6-31G, yet its corrected repulsion is $(4.41-2.94)/4.41=33\%$ below the aug-cc-pVTZ value. Its neighbour has just two functions to lend, which is consistent with the small lowering. Counterpoise puts pair and fragments in the same space; it does not make that space complete.

Nor does $D$ follow the total energy. The molecule has energy $-1.131294$ hartree in 6-31G** and the higher, hence poorer, value $-1.128700$ hartree in cc-pVDZ. Yet $D$ is four times smaller in cc-pVDZ. What counts is the part of the residual that the neighbour can repair.

The last two rows show that enlarging the basis can increase $D$. In aug-cc-pVTZ each molecule is lowered by about 0.12 meV when its ghosts are also aug-cc-pVTZ, against 0.001 meV with 6-31G ghosts. With aug-cc-pVDZ ghosts the lowering is 0.07 meV. How much of the remaining deficiency shows up therefore depends on the functions the neighbour offers. Which of them are responsible has not been separated here.

In every row $U_{\rm CP}$ is closer than $U_{\rm raw}$ to the corrected aug-cc-pVTZ result. This is a finding for this pair and this reference, which is itself not the complete-basis limit. It is not a theorem: if the remaining basis error had the opposite sign, it could partly cancel $D$, and the raw value could be closer.

### 4. Dependence on distance

In 6-31G the scan gives, in meV:

| $R$ (nm) | $U_{\rm raw}$ | $U_{\rm CP}$ | $D$ |
|---|---:|---:|---:|
| 0.28 | 25.27 | 26.97 | 1.693 |
| 0.34 | 2.924 | 3.961 | 1.038 |
| 0.40 | 0.312 | 0.647 | 0.335 |
| 0.46 | 0.104 | 0.156 | 0.053 |
| 0.52 | 0.0629 | 0.0672 | 0.0043 |
| 0.60 | 0.0319 | 0.0320 | 0.0001 |

The raw energy is positive and decreasing at all six distances, so the scan shows no false minimum. The error is nevertheless serious in relative terms. The ratio $D/U_{\rm CP}$ is 6% at 0.28 nm, 26% at 0.34 nm, 52% at 0.40 nm and 34% at 0.46 nm, then falls to 6% at 0.52 nm.

The table shows how the peak arises. From 0.28 to 0.40 nm the corrected repulsion falls by a factor of about 42 and $D$ only by about 5, so the ratio rises. From 0.40 to 0.52 nm the order is reversed: the repulsion, which is going over to a slow electrostatic tail, falls by a factor of about 10, while the decay of $D$ has steepened to a factor of about 78. A pair without such a tail would have less protection against a false minimum.

### 5. The electrostatic tail

Let both molecular axes lie along $x$, with the separation along $z$. For total charge density $\rho$, including nuclei, let $M_{jk}=\int\rho\,x_jx_k\,d^3r$ and

$$\Theta=\tfrac12\int\rho\,(3x^2-r^2)\,d^3r=M_{xx}-M_\perp,$$

where $M_\perp=M_{yy}=M_{zz}$. The leading potential of the first molecule is

$$V=\frac{\Theta}{2}\left(\frac{3x^2}{r^5}-\frac1{r^3}\right).$$

The second molecule has no charge or dipole, so the first surviving term of its energy in this potential is

$$U=\tfrac12\sum_{jk}M_{jk}\,\partial_j\partial_kV
=\tfrac12M_\perp\nabla^2V+\tfrac12\Theta\,\partial_x^2V.$$

The Laplacian vanishes away from the first molecule. At $x=0$, $r=R$, the second derivative of $3x^2/r^5$ is $6/R^5$. Near that point $r^{-3}\simeq R^{-3}(1-3x^2/2R^2)$, whose second derivative is $-3/R^5$. Therefore

$$\partial_x^2V=\frac{\Theta}{2}\,\frac{6+3}{R^5},\qquad U=\frac{9\Theta^2}{4R^5}.$$

The result is positive: parallel quadrupoles in this arrangement repel.

In aug-cc-pVDZ, $\Theta=0.4509\,e\,a_0^2$. At $R=0.80$ nm $=15.12\,a_0$,

$$U=\frac{2.25\times0.4509^2}{15.12^5}=5.79\times10^{-7}\ \text{hartree}=0.0158\ \text{meV}.$$

The corrected Hartree–Fock value is 0.0155 meV, about 1% below the formula, which omits higher multipoles and induction. The raw value is 0.0120 meV, 24% below it. Here an independent physical limit supports the counterpoise definition. It also shows that a basis with a small $D$ at 0.34 nm can have a large relative error further out.

The comparison tests the two definitions within one basis, not the final size of the tail. The quadrupole is not converged in aug-cc-pVDZ: aug-cc-pVQZ gives $0.494\,e\,a_0^2$, which raises the formula's value at 0.80 nm by 20%, to 0.0189 meV.

The same tail exposes what counterpoise leaves uncorrected. Scaling 0.0158 meV by $(0.80/0.60)^5=4.21$ predicts about 0.066 meV at 0.60 nm. The corrected 6-31G energy there is 0.032 meV, about half as much, although its $D$ is negligible. Between 0.52 and 0.60 nm the 6-31G energy falls by a factor 2.10, close to the $R^{-5}$ factor 2.05. The cause is the small molecular quadrupole in 6-31G, $0.315\,e\,a_0^2$, for which the formula gives 0.0325 meV at 0.60 nm.

## Variation 1: from a pair to a bilayer

**Question.** Does the spurious attraction fade when the molecule belongs to a layer?

**Solution.** Place the molecules on flat square flakes with lateral spacing 0.38 nm, and stack two identical flakes 0.34 nm apart. The definitions are unchanged, with $A$ and $B$ now denoting whole layers. In 6-31G, $D$ per facing pair is 1.038, 1.055 and 1.060 meV for 1, 4 and 9 molecules per layer.

In-layer neighbours already lend functions to each molecule, but they do not replace those offered by the opposite layer. Per pair, the error rises by 2% from the smallest flake to the largest. The total error is $9\times1.060=9.54$ meV for the largest flake and so grows nearly in proportion to the contact area. With an area of $0.38^2=0.144$ nm$^2$ per pair, it amounts to about 7 meV/nm$^2$, or 27% of the corrected repulsion.

For a periodic bilayer the corresponding calculation keeps one layer and replaces the other by its ghost functions, with the same cell and wave-vector sampling. A plane-wave basis with fixed cell and cutoff has no such imbalance, because the pair and each separate layer use the same functions.

The value 1.06 meV per facing pair belongs to these hydrogen flakes in 6-31G. For any other layered system the shift must be computed with ghosts of the actual layer and basis. The hydrogen model also freezes the nuclei. Confining the relative motion of two molecules to a one-dimensional box of width $L=0.10$ nm costs $\pi^2\hbar^2/(2\mu L^2)=20.5$ meV, where $\mu$ is half the molecular mass. For this choice of width the cost exceeds the pair energies at 0.34 nm, so the motion of the nuclei could not be neglected in a real assembly of hydrogen molecules.

## Variation 2: adding electron correlation

**Question.** Hartree–Fock theory lacks dispersion, which binds many layered solids. Is the basis error equally small once correlation is included?

**Solution.** Repeat the calculation at 0.34 nm with CCSD(T) in aug-cc-pVDZ. For a two-electron molecule CCSD is the full solution within the chosen basis, so the variational argument for $D\ge0$ still applies. The results are

$$U_{\rm raw}=-1.48\ \text{meV},\quad U_{\rm CP}=-0.19\ \text{meV},\quad D=1.29\ \text{meV}.$$

In the same basis the Hartree–Fock $D$ was 0.054 meV, 24 times smaller. A basis that looks nearly free of this error in a mean-field calculation can therefore be unsafe for a correlated one. In this basis, the borrowing of functions accounts for most of the raw attraction at this distance; this does not mean that the corrected value is the more accurate one, as shown below. The error shrinks in a larger basis: with correlation treated by second-order perturbation theory (MP2), $D$ falls from 1.19 meV in aug-cc-pVDZ to 0.53 meV in aug-cc-pVTZ.

Correlation changes the corrected energy by $-4.43$ meV, almost cancelling the Hartree–Fock repulsion of 4.24 meV. The small remainder is delicate. Going from aug-cc-pVDZ to aug-cc-pVTZ moves the corrected Hartree–Fock part alone by $+0.17$ meV, nearly the size of the total. At MP2 level the same step changes the correlation part by $-0.88$ meV, so the net shift is about $-0.7$ meV, several times the total. The value $-0.19$ meV is therefore not converged. CCSD(T) in aug-cc-pVTZ gives $U_{\rm CP}=-1.00$ meV, $U_{\rm raw}=-1.46$ meV and $D=0.46$ meV, a shift of $-0.81$ meV in the corrected value. Measured against this corrected result, the raw aug-cc-pVDZ value is off by 0.48 meV and the corrected one by 0.81 meV: here the spurious attraction partly cancels the correlation attraction that the small basis misses, the case left open in section 3. Geometry matters as well: at the Hartree–Fock level, crossing the axes changes the energy by $-0.71$ meV, and lengthening both bonds to 0.077 nm changes it by $+0.51$ meV. Counterpoise removes a definite imbalance, but a binding energy also needs convergence in basis, correlation treatment and geometry.

## Calculated quantities

```
H2 bond length 0.074 nm, layer spacing 0.34 nm
Hartree-Fock pair: basis, E(H2)/hartree, raw, cp, D/meV
  sto-3g       -1.116759    2.4878    2.9411    0.4533
  3-21g        -1.122940    2.1324    3.8979    1.7655
  6-31g        -1.126755    2.9237    3.9613    1.0376
  6-31g**      -1.131294    3.1802    4.2298    1.0496
  cc-pvdz      -1.128700    4.0589    4.3233    0.2643
  aug-cc-pvdz  -1.128778    4.1894    4.2430    0.0537
  aug-cc-pvtz  -1.133034    4.1635    4.4108    0.2473
6-31G lowering of one H2, self-consistent: 0.51881 meV
6-31G lowering of one H2, second order: 0.51887 meV
Same 6-31G ghosts, aug-cc-pVTZ molecule: 0.00137 meV
6-31G scan: spacing/nm, raw, cp, D/meV
  0.28   25.27440   26.96769    1.69329
  0.34    2.92366    3.96129    1.03763
  0.40    0.31172    0.64667    0.33495
  0.46    0.10365    0.15639    0.05274
  0.52    0.06290    0.06720    0.00430
  0.60    0.03188    0.03195    0.00006
H2 quadrupole, HF/aug-cc-pVDZ: 0.4509 e bohr^2
At 0.80 nm, aug-cc-pVDZ: raw 0.01199 meV, cp 0.01554 meV
At 0.80 nm, quadrupole formula: 0.01576 meV
Model bilayer, 6-31G, lateral spacing 0.38 nm
  molecules per layer, then raw, cp, D in meV per facing pair
  1     2.9237     3.9613     1.0376
  4     2.8844     3.9395     1.0551
  9     2.8623     3.9223     1.0600
CCSD(T)/aug-cc-pVDZ: raw -1.4773 meV, cp -0.1916 meV, D 1.2856 meV
Correlation part of cp energy: -4.4346 meV
Crossing the axes changes HF cp by -0.7149 meV
Bond length 0.077 nm changes HF cp by 0.5084 meV
Nuclear confinement in a 0.10 nm box: 20.47 meV
```
